# Orbital-product fitting: bilinear errors in the Coulomb metric, linear in overlap

Take two identical spherical charge clouds, $P$ and $\eta$, each of unit total charge, whose centres are a distance $R$ apart and which do not overlap. In atomic units their mutual Coulomb energy is $1/R$, because each acts outside itself like a point charge. Let $J$ be the Coulomb integral of either cloud with itself. Suppose that the density

$$\rho=P+\varepsilon\eta$$

must be represented by a multiple $cP$ of the first cloud alone. The exact Coulomb integral of $\rho$ with itself is $J+2\varepsilon/R+\varepsilon^2J$, and the fitted one is $c^2J$.

If $c$ minimizes $\int(\rho-cP)^2\,d^3r$, then $c=\int P\rho\,d^3r/\int P^2\,d^3r=1$, since $\eta$ and $P$ do not overlap. The fit does not notice the second cloud, and

$$\text{exact}-\text{fitted}=\frac{2\varepsilon}{R}+\varepsilon^2J .$$

If instead $c$ minimizes the Coulomb self-interaction of $\rho-cP$, which is the exact integral minus $2c(J+\varepsilon/R)$ plus $c^2J$, then $c=1+\varepsilon/(RJ)$. Now $c^2J=J+2\varepsilon/R+\varepsilon^2/(R^2J)$, so that

$$\text{exact}-\text{fitted}=\varepsilon^2\left(J-\frac{1}{R^2J}\right).$$

The second fit cannot put charge where $\eta$ is, but it adjusts the amount of $P$ so that the missing part has no net interaction with $P$. The term of first order in $\varepsilon$ has gone.

The same mechanism works for four-centre integrals. Let $\rho=\phi_i\phi_j$ and $\sigma=\phi_k\phi_l$ be products of real, localized orbitals, and write

$$(f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \langle f|g\rangle=\int f(\mathbf r)\,g(\mathbf r)\,d^3r .$$

The integral wanted is $(\rho|\sigma)$. Both products are expanded in one common set of linearly independent, localized auxiliary functions $P_\mu$, which span a space $A$:

$$\tilde\rho=\sum_\mu C_\mu^\rho P_\mu,\qquad \delta\rho=\rho-\tilde\rho,$$

and likewise for $\sigma$. Replacing $(\rho|\sigma)$ by $(\tilde\rho|\tilde\sigma)$ reduces the four-centre integrals to quantities with at most three centres. Throughout, the error of an integral means exact minus fitted.

The Coulomb form can serve as a metric because it is positive. With $f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)\,d^3r$, and with $4\pi/k^2$ as the Fourier transform of $1/r$,

$$(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|f(\mathbf k)|^2 .$$

The integral converges at small $k$, since the volume element supplies a factor $k^2$, and it vanishes only for $f=0$. Hence $\|f\|=\sqrt{(f|f)}$ is a norm. Moreover $(f-tg|f-tg)\ge0$ for every real $t$; setting $t=(f|g)/(g|g)$ gives the Cauchy–Schwarz inequality $|(f|g)|\le\|f\|\,\|g\|$.

For the Coulomb-metric fit define $V_{\mu\nu}=(P_\mu|P_\nu)$ and $T_\mu^\rho=(P_\mu|\rho)$. The quantity to be minimized is

$$\|\delta\rho\|^2=(\rho|\rho)-2\sum_\mu C_\mu^\rho T_\mu^\rho+\sum_{\mu\nu}C_\mu^\rho V_{\mu\nu}C_\nu^\rho .$$

Its derivative with respect to $C_\mu^\rho$ is $-2T_\mu^\rho+2\sum_\nu V_{\mu\nu}C_\nu^\rho$. Positivity and linear independence make $V$ positive definite, so there is one minimum, at $VC^\rho=T^\rho$. Since $(P_\mu|\delta\rho)=T_\mu^\rho-(VC^\rho)_\mu$, this condition says

$$(P_\mu|\delta\rho)=0\quad\text{for every }\mu\qquad\text{(Coulomb fit)}.$$

For the overlap-metric fit, $\langle\delta\rho|\delta\rho\rangle$ is minimized. The same differentiation, with $S_{\mu\nu}=\langle P_\mu|P_\nu\rangle$ and $O_\mu^\rho=\langle P_\mu|\rho\rangle$, gives $SC^\rho=O^\rho$, or

$$\langle P_\mu|\delta\rho\rangle=0\quad\text{for every }\mu\qquad\text{(overlap fit)}.$$

Each residual is orthogonal to the auxiliary space, but in a different sense.

Now insert $\rho=\tilde\rho+\delta\rho$ and $\sigma=\tilde\sigma+\delta\sigma$ into the exact integral and subtract $(\tilde\rho|\tilde\sigma)$. Whatever the coefficients,

$$(\rho|\sigma)-(\tilde\rho|\tilde\sigma)=(\tilde\rho|\delta\sigma)+(\delta\rho|\tilde\sigma)+(\delta\rho|\delta\sigma).\tag{1}$$

The first two terms contain one residual each, the last contains both. In the Coulomb fit,

$$(\tilde\rho|\delta\sigma)=\sum_\mu C_\mu^\rho\,(P_\mu|\delta\sigma)=0,$$

and $(\delta\rho|\tilde\sigma)=0$ for the same reason. Therefore

$$(\rho|\sigma)-(\tilde\rho|\tilde\sigma)=(\delta\rho|\delta\sigma)\qquad\text{(Coulomb fit)}.\tag{2}$$

The error is bilinear: it scales with each residual separately, and it vanishes if either product is represented without error. The common auxiliary space matters here. If $\sigma$ were fitted in a different set, $\delta\sigma$ would be Coulomb-orthogonal to that set, but $\tilde\rho$ need not lie in it, and the cross term could survive.

Equation (2) and the Cauchy–Schwarz inequality give $|\text{error}|\le\|\delta\rho\|\,\|\delta\sigma\|$. When $\sigma=\rho$ the error is $\|\delta\rho\|^2\ge0$, so a fitted self-interaction is never too large. This fixes the sign of the error in the exchange energy. For a closed shell with doubly occupied spatial orbitals, $E_x=-\sum_{ij}(ij|ij)$, where $(ij|ij)$ is the Coulomb integral of $\phi_i\phi_j$ with itself. With the orbitals held fixed,

$$E_x^{\text{fit}}-E_x=\sum_{ij}\|\delta\rho_{ij}\|^2\ge0 .$$

The fitted exchange energy is not negative enough, or at best exact.

In the overlap fit the cross terms of equation (1) remain. Let $v_{\tilde\rho}(\mathbf r)=\int\tilde\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ be the Coulomb potential of the fitted density. Then

$$(\tilde\rho|\delta\sigma)=\langle v_{\tilde\rho}|\delta\sigma\rangle=\langle v_{\tilde\rho}-g|\delta\sigma\rangle\qquad\text{for any }g\in A,\tag{3}$$

where $g$ may be subtracted because $\langle g|\delta\sigma\rangle=0$. Orthogonality removes whatever part of the potential the auxiliary functions can represent. They were chosen to represent densities, however, and the potential of a density in $A$ is in general not itself in $A$. What is left over interacts with $\delta\sigma$ to first order.

A given cross term may still vanish, through symmetry or by accident. For the term to vanish for every density of $A$ in place of $\tilde\rho$, one needs $(P_\mu|\delta\sigma)=0$ for all $\mu$. Those are the equations of the Coulomb fit, whose solution is unique. The term $(\tilde\rho|\delta\sigma)$ is thus absent for all of $A$ if and only if the overlap fit of $\sigma$ coincides with its Coulomb fit; the same holds for $(\delta\rho|\tilde\sigma)$ and the fit of $\rho$.

To make the orders explicit, keep $A$ fixed and consider products that approach it,

$$\rho_\varepsilon=a+\varepsilon\eta,\qquad \sigma_\varepsilon=b+\varepsilon\zeta,\qquad a,b\in A .$$

Both fits are linear in the density and reproduce members of $A$ without residual. The fitted densities are therefore $a+\varepsilon\tilde\eta$ and $b+\varepsilon\tilde\zeta$, with residuals $\varepsilon\,\delta\eta$ and $\varepsilon\,\delta\zeta$. Equation (1) becomes

$$\text{error}=\varepsilon\left[(a|\delta\zeta)+(\delta\eta|b)\right]+\varepsilon^2\left[(\tilde\eta|\delta\zeta)+(\delta\eta|\tilde\zeta)+(\delta\eta|\delta\zeta)\right].\tag{4}$$

In the Coulomb fit every term but the last is zero, and the error is $\varepsilon^2(\delta\eta|\delta\zeta)$. In the overlap fit the first bracket is in general not zero. This is the sense in which one error is bilinear and the other linear. It is a statement about shrinking residuals in a fixed auxiliary space. When the space itself is enlarged, the factor $v_{\tilde\rho}-g$ in equation (3) changes along with $\delta\sigma$, and no general power law in the number of functions follows.

The linear terms can be removed without changing the overlap coefficients. Expanding the product of residuals gives

$$(\delta\rho|\delta\sigma)=(\rho-\tilde\rho|\sigma-\tilde\sigma)=(\rho|\sigma)-\left[(\tilde\rho|\sigma)+(\rho|\tilde\sigma)-(\tilde\rho|\tilde\sigma)\right].\tag{5}$$

The bracket, known as the robust formula, therefore approximates $(\rho|\sigma)$ with a bilinear error for any choice of coefficients, even if the two products are fitted in different spaces. Its price is that the three-centre Coulomb integrals $T$ are needed again. In the Coulomb fit all three terms in the bracket are equal, and the formula reduces to $(\tilde\rho|\tilde\sigma)$.

The overlap residual is nevertheless never smaller than the Coulomb residual in the Coulomb norm, and it is larger unless the two fits coincide. Label the two fits of the same product by C and O, and let $d=\tilde\rho_{\rm C}-\tilde\rho_{\rm O}$, so that $\delta\rho_{\rm O}=\delta\rho_{\rm C}+d$. Since $d$ lies in $A$, $(d|\delta\rho_{\rm C})=0$, and

$$\|\delta\rho_{\rm O}\|^2=\|\delta\rho_{\rm C}\|^2+\|d\|^2,\qquad (d|\delta\rho_{\rm O})=\|d\|^2 .\tag{6}$$

As an example, take the hydrogen fluoride molecule with a chosen bond length of 0.92 Å, treated by restricted Hartree–Fock theory in the cc-pVDZ basis. Its five occupied orbitals form 15 distinct products. The auxiliary functions are Gaussians on both atoms whose exponents form geometric progressions. Gaussians are used because the exact two-electron integrals over four orbitals, which in a diatomic molecule involve at most two centres, are then available analytically; the argument above does not depend on the form of the orbitals. All errors below are relative to the exact integrals over the same orbitals, and so measure the fit alone.

Consider the exchange integral between the $2\sigma$ and $3\sigma$ orbitals, for which $\rho=\sigma=\phi_{2\sigma}\phi_{3\sigma}$. Its exact value for these orbitals is 4.5208 eV (0.16614 hartree); orbitals from the larger bases cc-pVTZ, cc-pVQZ and aug-cc-pVTZ give 4.512 to 4.515 eV. With the coarsest auxiliary set, in which successive exponents differ by a factor of 3.0 and there are 134 functions, the Coulomb fit has the error

$$\|\delta\rho_{\rm C}\|^2=2.513\times10^{-4}\ \text{eV},$$

or about 6 parts in $10^5$ of the integral. For the overlap fit, numerical integration of the residual against the potentials gives the two parts separately:

$$2(\tilde\rho_{\rm O}|\delta\rho_{\rm O})=-7.340\times10^{-3}\ \text{eV},\qquad \|\delta\rho_{\rm O}\|^2=7.087\times10^{-4}\ \text{eV}.$$

Their sum is $-6.631\times10^{-3}$ eV. Subtracting the analytic integrals gives $-6.632\times10^{-3}$ eV, the same to rounding, and about 1.5 parts in $10^3$ of the integral. The negative sign means that the fitted integral is too large, which equation (2) forbids in the Coulomb fit. The bilinear part of the overlap error is only 2.8 times the whole Coulomb error. Most of the damage comes from the linear part, about ten times larger than the bilinear part and opposite in sign.

The scaling can be followed by moving the product towards its own Coulomb fit,

$$\rho_\varepsilon=\tilde\rho_{\rm C}+\varepsilon\,\delta\rho_{\rm C},$$

which is the true product at $\varepsilon=1$. In equation (4) this means $a=b=\tilde\rho_{\rm C}$ and $\eta=\zeta=\delta\rho_{\rm C}$. The overlap fit of $\eta$ is $\tilde\eta=\tilde\rho_{\rm O}-\tilde\rho_{\rm C}=-d$, and its residual is $\delta\eta=\delta\rho_{\rm C}+d=\delta\rho_{\rm O}$. The linear coefficient follows from $\tilde\rho_{\rm C}=\tilde\rho_{\rm O}+d$ and equation (6):

$$2(\tilde\rho_{\rm C}|\delta\rho_{\rm O})=2(\tilde\rho_{\rm O}|\delta\rho_{\rm O})+2\|d\|^2 .$$

Here $\|d\|^2=(7.087-2.513)\times10^{-4}=4.574\times10^{-4}$ eV, so the coefficient is $(-7.340+0.915)\times10^{-3}=-6.425\times10^{-3}$ eV, or $-6.426\times10^{-3}$ eV if the terms are not rounded first. The quadratic coefficient is

$$-2(d|\delta\rho_{\rm O})+\|\delta\rho_{\rm O}\|^2=\|\delta\rho_{\rm C}\|^2-\|d\|^2=-2.06\times10^{-4}\ \text{eV}.$$

Refitting the product at each $\varepsilon$ gives the following errors.

| $\varepsilon$ | Coulomb fit (eV) | overlap fit (eV) |
|---|---|---|
| 1 | $2.513\times10^{-4}$ | $-6.632\times10^{-3}$ |
| 0.1 | $2.513\times10^{-6}$ | $-6.446\times10^{-4}$ |
| 0.01 | $2.513\times10^{-8}$ | $-6.428\times10^{-5}$ |

A tenfold reduction of the residual divides the Coulomb-fit error by a hundred and the overlap-fit error by about ten. The small departures from a factor of ten are the quadratic term: at $\varepsilon=1$ the two coefficients add up to $-6.631\times10^{-3}$ eV, again the tabulated error to rounding.

Changing the auxiliary set is a different operation. Two further sets are used, with exponent ratios 2.4 and 1.9 and with 163 and 210 functions. The three sets are not nested: a larger one does not contain the smaller ones. The next table gives the largest absolute error among all integrals between the 15 products, in units of $10^{-4}$ eV.

| functions | Coulomb | overlap | overlap, robust |
|---|---|---|---|
| 134 | 4.7 | 698 | 11.0 |
| 163 | 0.98 | 481 | 2.2 |
| 210 | 0.67 | 338 | 1.2 |

In each set the robust formula brings the largest overlap-fit error down by a factor of more than 60, to within about 2.4 times that of the Coulomb fit. The factor depends on the orbitals: with cc-pVTZ orbitals and the coarsest set it is about 40. Since it changes nothing but the linear terms, these terms are responsible for the large errors in the third column.

An individual overlap-fitted integral need not improve steadily. For the $2\sigma$–$3\sigma$ exchange integral the overlap-fit errors in the three sets are $-6.6\times10^{-3}$, $+0.5\times10^{-3}$ and $-1.5\times10^{-3}$ eV. The linear part has no definite sign, and a small value in one set may be followed by a larger one in the next. The Coulomb-fit errors of the same integral are positive in all three sets, as they must be, and here they decrease, although only for nested sets would the minimum principle rule out an increase: $2.5\times10^{-4}$, $1.9\times10^{-5}$ and $1.2\times10^{-5}$ eV.

The exchange energy in this basis, $-284.536$ eV ($-10.4565$ hartree), shows the same contrast. The value is not converged with respect to the orbital basis: cc-pVTZ, cc-pVQZ and aug-cc-pVTZ make it less negative by 0.5, 0.7 and 0.9 eV. Its error, now taken as fitted minus exact, is $+4.4\times10^{-3}$, $+0.9\times10^{-3}$ and $+0.6\times10^{-3}$ eV in the Coulomb fit. In the overlap fit it is $-0.196$, $-0.094$ and $+0.021$ eV. These values are sensitive to the choice of exponents: multiplying all exponents of the finest set by 0.85 or by 1.2 turns $+0.021$ into $+0.067$ or $-0.093$ eV. The change of sign shows that the overlap-fitted exchange energy bounds the exact one neither from above nor from below.

These relations assume that the fitting equations are solved accurately and that the integrals in them are accurate, a point of weight for numerical orbitals, whose integrals come from quadrature. For any coefficients at all,

$$(\tilde\rho|\delta\sigma)=\sum_\mu C_\mu^\rho\left(T^\sigma-VC^\sigma\right)_\mu ,$$

so a Coulomb fit whose equations are satisfied imperfectly regains a linear error in proportion to the imbalance $T^\sigma-VC^\sigma$. In the numerical check, the linear part of the Coulomb-fit error for the $2\sigma$–$3\sigma$ integral, found by integration on a grid, is zero within the accuracy of that grid, which reproduces the unfitted integrals to $1.4\times10^{-8}$ eV, against a bilinear part of $2.5\times10^{-4}$ eV.

## Values computed for the example and the checks

```
H-F bond length (chosen): 0.92 angstrom
orbital functions: 19, occupied products: 15
exact exchange energy: -284.536443 eV = -10.45652143 hartree
exact (2s3s|2s3s), s=sigma: 4.520820 eV = 0.16613708 hartree
Errors of integrals: exact - fitted; of exchange energy: fitted - exact
Auxiliary set: exponent ratio 3.0, 134 functions
  Coulomb fit: exchange energy 4.351e-03 eV, (2s3s|2s3s) 2.513e-04 eV, largest |error| 4.698e-04 eV
  overlap fit: exchange energy -1.957e-01 eV, (2s3s|2s3s) -6.632e-03 eV, largest |error| 6.977e-02 eV
  overlap fit, robust: exchange energy 7.623e-03 eV, (2s3s|2s3s) 7.087e-04 eV, largest |error| 1.104e-03 eV
Auxiliary set: exponent ratio 2.4, 163 functions
  Coulomb fit: exchange energy 8.872e-04 eV, (2s3s|2s3s) 1.944e-05 eV, largest |error| 9.829e-05 eV
  overlap fit: exchange energy -9.436e-02 eV, (2s3s|2s3s) 4.948e-04 eV, largest |error| 4.805e-02 eV
  overlap fit, robust: exchange energy 1.452e-03 eV, (2s3s|2s3s) 5.156e-05 eV, largest |error| 2.201e-04 eV
Auxiliary set: exponent ratio 1.9, 210 functions
  Coulomb fit: exchange energy 5.781e-04 eV, (2s3s|2s3s) 1.213e-05 eV, largest |error| 6.684e-05 eV
  overlap fit: exchange energy 2.063e-02 eV, (2s3s|2s3s) -1.529e-03 eV, largest |error| 3.378e-02 eV
  overlap fit, robust: exchange energy 1.115e-03 eV, (2s3s|2s3s) 2.439e-05 eV, largest |error| 1.215e-04 eV
Two-centre grid, 28672 points: largest deviation of orbital overlaps 7.1e-11, of unfitted integrals 1.4e-08 eV
  grid-analytic deviation relative to largest error: Coulomb 2.1e-07, overlap 2.5e-09, robust 3.5e-08
Parts of the error from the grid, coarsest set, (2s3s|2s3s):
  Coulomb fit, bilinear part: 2.513e-04 eV
  Coulomb fit, linear part: -3.9e-13 eV
  overlap fit, bilinear part: 7.087e-04 eV
  overlap fit, linear part: -7.340e-03 eV
  largest |linear part|, all integrals, overlap fit: 7.023e-02 eV
  largest |bilinear part|, all integrals, overlap fit: 1.104e-03 eV
Residual of the 2s3s product scaled by eps, coarsest set:
  eps=1.00: Coulomb-fit error 2.513e-04 eV, overlap-fit error -6.632e-03 eV
  eps=0.10: Coulomb-fit error 2.513e-06 eV, overlap-fit error -6.446e-04 eV
  eps=0.01: Coulomb-fit error 2.513e-08 eV, overlap-fit error -6.428e-05 eV
  eps=0.001: overlap-fit error -6.426e-06 eV
  measured power of eps, Coulomb fit (0.1 to 0.01): 2.000
  measured power of eps, overlap fit (0.01 to 0.001): 1.000
  linear coefficient from the grid, overlap fit: -6.426e-03 eV
```
